\section*{Surface dilatation above a small buried dot: the inverse-cube law}

\section{A number to explain}

A dot of volume $615.8\,\mathrm{nm}^3$, whose lattice is $7\,\%$ too large for its host, lies $20\,\mathrm{nm}$ below a free surface. Treated as a point source in an isotropic solid, it stretches the area of the surface directly overhead by $0.423\,\%$. At $40\,\mathrm{nm}$ the stretch is $0.0529\,\%$, and at $80\,\mathrm{nm}$ it is $0.0066\,\%$. Each doubling of the depth, at fixed dot volume and misfit, divides the stretch by eight.

The material at that surface point also grows in volume, by $0.294\,\%$ when the dot is at $20\,\mathrm{nm}$. This is less obvious, because the same dot in an infinite solid changes the volume of no element outside itself. I start with that simpler case and then add the surface.

Two quantities share the name dilatation. The areal dilatation is $e_A=\partial_xu_x+\partial_yu_y$ at the surface; the volume dilatation is $\theta=\nabla\cdot\mathbf u$. Here $\mathbf u$ is the displacement, strains are small, and the elasticity is linear. The host has shear modulus $\mu$, Poisson ratio $\nu$, bulk modulus $K$ and Lam\'e constant $\lambda=2\mu\nu/(1-2\nu)$. The linear misfit $e_0$ is positive when the free dot lattice is larger than the host's.

\section{Simple case: a ball in an infinite solid}

Let the dot be a ball of radius $b$ and bulk modulus $K_d$. By symmetry $\mathbf u$ is radial. Inside, $u=er$; outside, the decaying solution is $u=A/r^2$. The outside strains are $-2A/r^3$ along the radius and $A/r^3$ in each transverse direction. They sum to zero, so $\theta=0$ outside.

Continuity at $r=b$ gives $e=A/b^3$. The radial stress is $3K_d(e-e_0)$ inside, since stress is measured from the dot's own free lattice, and $-4\mu A/b^3$ outside. Equating them,
\begin{equation}
A=e_0b^3\,\frac{3K_d}{3K_d+4\mu}.
\label{ball}
\end{equation}
A very soft dot, $K_d\to0$, cannot push and gives $A\to0$. A rigid one gives $A\to e_0b^3$, its full free expansion.

For equal constants, $K_d=K$, use $3K=2\mu(1+\nu)/(1-2\nu)$. Then $3K+4\mu=6\mu(1-\nu)/(1-2\nu)$, and with $V=4\pi b^3/3$
\begin{equation}
A=\frac{(1+\nu)e_0V}{4\pi(1-\nu)} .
\label{A}
\end{equation}

\subsection*{Any shape, with the host's constants}

Let $\chi$ be 1 in the dot and 0 elsewhere. The stress is $\sigma_{ij}=\lambda\theta\delta_{ij}+2\mu\varepsilon_{ij}-3Ke_0\chi\delta_{ij}$, where $\varepsilon_{ij}$ is the strain. Setting its divergence to zero gives
\begin{equation}
\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla\theta=3Ke_0\nabla\chi .
\label{navier}
\end{equation}
Try $\mathbf u=\nabla\phi$. Both sides are gradients, and for a decaying field the integration constant is zero, so $(\lambda+2\mu)\nabla^2\phi=3Ke_0\chi$. Since $\lambda+2\mu=K+4\mu/3$, the ratio $3K/(\lambda+2\mu)$ equals $(1+\nu)/(1-\nu)$. Solving this Poisson equation far from the dot gives
\begin{equation}
\phi=-\frac{A}{R_1},\qquad \mathbf u=\frac{A\mathbf R_1}{R_1^3},
\end{equation}
where $\mathbf R_1$ runs from the dot to the field point. The strength is again (\ref{A}), so the ball and the general dot agree in the far field. Outside any such dot $\theta=\nabla^2\phi=0$.

\section{Adding the surface, one wave at a time}

Let the solid fill $z>0$, with the dot at depth $L$ on the $z$ axis. The surface $z=0$ is flat and free: $\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0$. The infinite-solid field violates this, and a correction field must cancel its tractions.

Expand in waves $e^{i\mathbf k\cdot\mathbf x}$ along the surface, with $k=|\mathbf k|$ and measure $d^2k/(2\pi)^2$. Away from the dot $1/R_1$ is harmonic, so each amplitude has the form $c\,e^{-k|z-L|}$. The source in $\nabla^2(1/R_1)=-4\pi\delta$ requires a slope jump $-2kc=-4\pi$, hence $c=2\pi/k$. Between surface and dot,
\begin{equation}
\phi_k(z)=\phi_0e^{kz},\qquad \phi_0=-\frac{2\pi A}{k}e^{-kL}.
\label{phi0}
\end{equation}
Here $\theta=0$, so $\sigma_{iz}=2\mu\,\partial_i\partial_z\phi$. With $\parallel$ denoting the direction of $\mathbf k$, the surface tractions are
\begin{equation}
\sigma_{\parallel z}=2i\mu k^2\phi_0,\qquad \sigma_{zz}=2\mu k^2\phi_0 .
\label{bare}
\end{equation}

\subsection*{The correction field}

The correction has no source, so it obeys $(1-2\nu)\nabla^2\mathbf u+\nabla\theta=0$, which is (\ref{navier}) with $(\lambda+\mu)/\mu=1/(1-2\nu)$. Its divergence gives $\nabla^2\theta=0$, so $\theta=\Theta e^{-kz}$. This drives $\mathbf u$ at its own decay rate, which calls for terms in $kze^{-kz}$:
\begin{equation}
u_\parallel=i(P+Qkz)e^{-kz},\qquad u_z=(S+Q'kz)e^{-kz}.
\end{equation}
Since $(\partial_z^2-k^2)(kze^{-kz})=-2k^2e^{-kz}$, the two components of the equation read
\begin{align}
-2i(1-2\nu)k^2Q+ik\Theta&=0,\\
-2(1-2\nu)k^2Q'-k\Theta&=0.
\end{align}
Thus $\Theta=2(1-2\nu)kQ$ and $Q'=-Q$. The divergence computed directly from the displacement is $iku_\parallel+\partial_zu_z=-k(P+Q+S)e^{-kz}$. Equating the two forms of $\Theta$,
\begin{equation}
P+S=-(3-4\nu)Q .
\label{PS}
\end{equation}

At $z=0$ the correction's stresses are
\begin{align}
\sigma_{\parallel z}&=\mu(\partial_zu_\parallel+iku_z)=i\mu k(Q-P+S),\\
\sigma_{zz}&=2\mu\,\partial_zu_z+\lambda\Theta\nonumber\\
&=-2\mu k(Q+S)+4\mu\nu kQ\nonumber\\
&=-2\mu k[S+(1-2\nu)Q].
\end{align}
Adding (\ref{bare}) and requiring zero traction gives
\begin{align}
Q-P+S&=-2k\phi_0,\label{t1}\\
S+(1-2\nu)Q&=k\phi_0.\label{t2}
\end{align}
Eliminating $P$ from (\ref{t1}) with (\ref{PS}) gives $4(1-\nu)Q+2S=-2k\phi_0$, or $2(1-\nu)Q+S=-k\phi_0$. Subtracting (\ref{t2}) leaves $Q=-2k\phi_0$. Then (\ref{t2}) and (\ref{PS}) give
\begin{equation}
S=P=(3-4\nu)k\phi_0 .
\end{equation}

The infinite-solid displacement at the surface has amplitudes $u_\parallel=ik\phi_0$ and $u_z=k\phi_0$. Adding the correction multiplies both by $1+(3-4\nu)=4(1-\nu)$. The factor does not depend on $k$, so it holds for the whole field: the free surface moves $4(1-\nu)$ times as far as the same plane in an infinite solid.

\subsection*{Test of the whole field}

Put $\psi=-A/R_2$, with $R_2$ the distance from the mirror point at $z=-L$. Its amplitude is $\phi_0e^{-kz}$, and $\partial_z$ acts on it as $-k$. The correction in real space is therefore
\begin{align}
\mathbf u_\parallel&=\nabla_\parallel[(3-4\nu)\psi+2z\,\partial_z\psi],\\
u_z&=-(3-4\nu)\partial_z\psi+2z\,\partial_z^2\psi .
\end{align}
I tested the sum of this and $\nabla\phi$ by symbolic differentiation with $A=1$, at $(x,y,z,L)=(3/5,-2/7,4/9,6/5)$ with $\nu=1/4$ and at $(-1/3,5/4,9/4,7/5)$ with $\nu=1/3$. The equilibrium residuals there, and the tractions at the surface points above, are below $10^{-12}$.

\section{The dilatation law}

Let $\rho$ be the distance along the surface from the point overhead, and $R^2=\rho^2+L^2$. With $\alpha=x,y$, the surface displacement is
\begin{equation}
u_\alpha=4(1-\nu)A\frac{x_\alpha}{R^3}
=\frac{(1+\nu)e_0V}{\pi}\frac{x_\alpha}{R^3}.
\label{surfu}
\end{equation}
Because $\partial_\alpha x_\alpha=2$ and $x_\alpha\partial_\alpha R^{-3}=-3\rho^2/R^5$,
\begin{equation}
e_A(\rho)=\frac{(1+\nu)e_0V}{\pi}\,\frac{2L^2-\rho^2}{R^5}.
\label{eA}
\end{equation}
Directly overhead,
\begin{equation}
\boxed{e_A(0)=\frac{2(1+\nu)e_0V}{\pi L^3}} .
\label{law}
\end{equation}

The free surface also fixes the normal strain: $\lambda(e_A+\varepsilon_{zz})+2\mu\varepsilon_{zz}=0$ gives $\varepsilon_{zz}=-\nu e_A/(1-\nu)$. Hence
\begin{equation}
\theta=\frac{1-2\nu}{1-\nu}\,e_A ,
\label{vol}
\end{equation}
which follows the same inverse cube. For $\nu\to1/2$ the volume change vanishes, as it must in an incompressible solid, while the areal stretch stays finite.

The wave amplitudes give $\theta$ by a second route and show where the exponent comes from. From $\Theta=2(1-2\nu)kQ$ and (\ref{phi0}), $\Theta=8\pi(1-2\nu)Ak\,e^{-kL}$. Overhead all waves add in phase:
\begin{align}
\theta&=\int_0^\infty\frac{k\,dk}{2\pi}\,8\pi(1-2\nu)Ak\,e^{-kL}\nonumber\\
&=4(1-2\nu)A\int_0^\infty k^2e^{-kL}dk
=\frac{8(1-2\nu)A}{L^3}.
\end{align}
This agrees with (\ref{law}) and (\ref{vol}). One power of $k$ comes from the amplitude and one from the area element in the plane of $\mathbf k$; the integral turns $k^2dk$ into $L^{-3}$. The volume change comes wholly from the correction field, which resolves the puzzle at the start.

\subsection*{Numbers, and the limit of large distance}

The example takes round cubic constants $c_{11},c_{12},c_{44}=120,54,60\,\mathrm{GPa}$. Their Voigt average gives $K=76.0\,\mathrm{GPa}$, $\mu=49.2\,\mathrm{GPa}$ and $\nu=0.2338$. The dot is a disc of radius $7\,\mathrm{nm}$ and height $4\,\mathrm{nm}$, so $V=\pi\times7^2\times4=615.8\,\mathrm{nm}^3$. At $L=20\,\mathrm{nm}$,
\begin{equation}
e_A(0)=\frac{2\times1.2338\times0.07\times615.8}{\pi\times20^3}=0.00423 .
\end{equation}
The factor in (\ref{vol}) is $0.695$, giving $\theta=0.00294$. The normal displacement overhead is $-4(1-\nu)A/L^2$, negative and so out of the solid. With $A=5.52\,\mathrm{nm}^3$ this is a bulge of $0.042\,\mathrm{nm}$.

The stretch changes sign at $\rho=\sqrt2L=28.3\,\mathrm{nm}$; farther out the surface is compressed in area. By the divergence theorem, the integral of $e_A$ over a disc of radius $\rho$ is $2\pi\rho u_\rho$, which by (\ref{surfu}) is proportional to $\rho^2/R^3$ and tends to zero as $1/\rho$. The stretched centre and the compressed surroundings cancel over the whole surface.

\section{From a point to a real size}

For a dot with the host's constants, fields of its volume elements add. One must average $h=(2z^2-\rho^2)/(\rho^2+z^2)^{5/2}$ over the dot, with $\rho,z$ now locating the source element relative to the surface point overhead. Since $h=\partial_z^2(\rho^2+z^2)^{-1/2}$, it is harmonic inside the solid. The mean of a harmonic function over a ball is its value at the centre. A fully buried ball therefore obeys (\ref{law}) at every depth within linear elasticity. Direct integration for a ball of the example's volume, radius $5.28\,\mathrm{nm}$, confirms this to a relative $10^{-7}$ at centre depths of 1.2 radii and $20\,\mathrm{nm}$.

This does not make the answer physical at all depths. For a ball just touching the surface, $L=b$, the law gives $e_A=8(1+\nu)e_0/3$. In the example that is $23\,\%$, far beyond small strain.

For other shapes, expand $h$ about the centre. On the axis $h=2/z^3$, so $\partial_z^2h=24/L^5$, and harmonicity makes the in-plane Laplacian $-24/L^5$. For a dot with axial and up-down symmetry the odd terms average out. With $\zeta$ the height measured from the centre, the relative change from the point value is
\begin{equation}
\delta=\frac{6\langle\zeta^2\rangle-3\langle\rho^2\rangle}{L^2}
=\frac{6}{L^2}\left(\frac{H^2}{12}-\frac{a^2}{4}\right),
\label{shape}
\end{equation}
where the last form is for a disc of radius $a$ and height $H$. At $20\,\mathrm{nm}$ this is $6(1.33-12.25)/400=-16.4\,\%$; integration over the disc gives $-14.6\,\%$. The stretch falls from $0.423\,\%$ to $0.361\,\%$.

The apparent exponent changes too. If $e_A\propto L^{-3}(1+\delta)$ with $\delta\propto L^{-2}$, then to first order $-d\ln e_A/d\ln L=3+2\delta$. This gives $2.67$ at $20\,\mathrm{nm}$ and $2.92$ at $40\,\mathrm{nm}$. The integrated disc has $2.70$ and $2.92$, and reaches $2.98$ at $80\,\mathrm{nm}$. For this shape the inverse cube is the deep limit.

The opposite limit is a wide, thin disc. Because $\rho^{-1}d(\rho^2/R^3)/d\rho=(2L^2-\rho^2)/R^5$, averaging over the disc gives $2/(a^2+L^2)^{3/2}$ in place of $2/L^3$. With $V=\pi a^2H$,
\begin{equation}
e_A(0)=\frac{2(1+\nu)e_0Ha^2}{(a^2+L^2)^{3/2}} .
\end{equation}
For $a\gg L$ this tends to $2(1+\nu)e_0H/a$, which no longer depends on depth and vanishes as the disc becomes a uniform layer.

\section{From an isotropic to a cubic host}

For a point dot in any uniform half-space, $L$ is the one length in the geometry. The strain is linear in $e_0V$ and dimensionless, so it must be $e_0V/L^3$ times a number set by ratios of elastic constants and by the crystal orientation. The exponent survives anisotropy; the prefactor need not.

The prefactor follows from reciprocity. Load the surface with tractions $\tau_\alpha=ik_\alpha e^{-i\mathbf k\cdot\mathbf x}$, and let $\mathbf v$ be the resulting displacement without a dot. The dot acts as a body force $-3Ke_0\nabla\chi$, with $3K=c_{11}+2c_{12}$ in a cubic crystal. Equating the work of each load on the other's displacement, and integrating by parts over the dot,
\begin{equation}
\int\tau_\alpha u_\alpha\,d^2x=3Ke_0V\,(\nabla\cdot\mathbf v)_{\rm dot}.
\end{equation}
The left side is $ik_\alpha$ times the Fourier component of $u_\alpha$, which is that of $e_A$. Solving for $\mathbf v$ numerically and integrating over $\mathbf k$ gives the stretch overhead. With the isotropic constants, this route reproduces (\ref{law}) at $20$ and $40\,\mathrm{nm}$ to better than one part in $10^4$.

With the cubic constants and a (001) surface, the exponent between these depths is $3.00000$, but the stretch at $20\,\mathrm{nm}$ is $0.205\,\%$, which is $0.485$ of the isotropic value. The averaged solid overestimates the effect twofold. No isotropic average of these constants repairs this. The law (\ref{law}) depends on the constants only through $1+\nu$, which would have to be $0.485\times1.234=0.60$, so $\nu=-0.40$. The crystal's two shear moduli, $(c_{11}-c_{12})/2=33\,\mathrm{GPa}$ and $c_{44}=60\,\mathrm{GPa}$, combined with $K=76\,\mathrm{GPa}$, give $\nu=0.31$ and $0.19$, and any average shear modulus between them gives a $\nu$ between these values. The calculation gives the size of the reduction without isolating which feature of the anisotropy causes it.

\section{What a second deposit feels}

Let a thin coherent deposit with the same misfit and the host's constants form overhead. By symmetry the surface there is stretched by $e_A/2$ in each direction, so to first order the deposit's misfit falls to $e_0-e_A/2$.

For equal in-plane strains $e$ and zero normal stress, $\varepsilon_{zz}=-2\nu e/(1-\nu)$. The in-plane stress is $\lambda(2e+\varepsilon_{zz})+2\mu e=Me$, with $M=2\mu(1+\nu)/(1-\nu)$. Two directions each store $Me^2/2$, so the energy density is $Me^2$. Its reduction is
\begin{equation}
\Delta w=M\left(e_0e_A-\frac{e_A^2}{4}\right).
\label{gain}
\end{equation}
Reversing the sign of both misfits reverses $e_A$ as well and leaves $\Delta w$ unchanged. A deposit of opposite misfit to the dot pays energy overhead instead.

Here $M=158.4\,\mathrm{GPa}$, and (\ref{gain}) gives $158.4\times2.92\times10^{-4}=0.046\,\mathrm{GPa}$. For an assumed volume of $0.045\,\mathrm{nm}^3$ per atom pair, this is $13\,\mathrm{meV}$ per pair. The cubic constants give $5\,\mathrm{meV}$, since both the stretch and the biaxial modulus are smaller. At $750\,\mathrm{K}$, $kT=65\,\mathrm{meV}$. A single pair is weakly biased; a coherent group of about thirteen pairs in the cubic case gains roughly $kT$, provided it is small compared with $L$. These gains compare a deposit overhead with one far away. They do not make overhead the best site: in the cubic host the stretch from a point dot at $20\,\mathrm{nm}$ has a local minimum there and rises to about $0.27\,\%$ some $9\,\mathrm{nm}$ to the side. The ring is nearly even and peaks in the four $\langle110\rangle$ directions. A very small deposit would gain about $6.5\,\mathrm{meV}$ per pair on it, against $5\,\mathrm{meV}$ at its centre. For the example's disc in the cubic host the dip is much shallower: $0.243\,\%$ overhead and about $0.25\,\%$ some $6\,\mathrm{nm}$ to the side.

\section{Beside real dot stacks}

The parameters are round values in the rough range of stacked Stranski--Krastanov dots in cubic semiconductors; they describe no particular material. For these numbers the isotropic host is the most serious of the assumptions sized here, costing a factor of two for a point dot; for the disc at $20\,\mathrm{nm}$ the cubic host gives about two thirds of the isotropic stretch. In the isotropic host, the disc shape removes about $15\,\%$ of the point value at $20\,\mathrm{nm}$. This does not carry over to the cubic host, where the same disc at $20\,\mathrm{nm}$ stretches the surface overhead about $18\,\%$ more than a point dot does, and its apparent exponent there is $3.23$, above three rather than below. A dot with $K_d=60\,\mathrm{GPa}$ and the host's $\mu$ has $0.89$ of the equal-modulus strength by (\ref{ball}), for a ball in an infinite host. These corrections were found separately and should not be multiplied together; a real dot needs its shape and the crystal's anisotropy treated in one calculation. Intermixing, nonlinear elasticity at $7\,\%$ misfit and surface stress are left out. Nor does an energy bias by itself predict alignment, which also depends on how atoms move and where islands nucleate. The numerical output below lists the main values; the off-axis and disc results for the cubic host are not among them.

\section*{Computed values}
\begin{verbatim}
cubic constants c11, c12, c44: 120, 54, 60 GPa
bulk modulus: 76.0 GPa
Voigt shear modulus: 49.2 GPa
Poisson ratio: 0.2338 (no unit)
linear misfit: 7.0 %
disc radius, height: 7.0, 4.0 nm
dot volume: 615.8 nm^3
depth of dot centre: 20.0 nm
source strength A: 5.523 nm^3
overhead areal dilatation, point dot: 0.4232 %
overhead volume dilatation, point dot: 0.2941 %
outward surface bulge overhead: 0.0423 nm
radius where areal dilatation is zero: 28.28 nm
depth 20 nm: point areal 0.42318 %, disc areal 0.36136 %
depth 20 nm: disc local decay exponent 2.696 (no unit)
depth 40 nm: point areal 0.05290 %, disc areal 0.05079 %
depth 40 nm: disc local decay exponent 2.920 (no unit)
depth 80 nm: point areal 0.00661 %, disc areal 0.00655 %
depth 80 nm: disc local decay exponent 2.980 (no unit)
disc shape shift at 20 nm, quadrature: -14.6 %
disc shape shift at 20 nm, leading term: -16.4 %
equal-volume ball radius: 5.28 nm
cubic-host areal dilatation, point dot: 0.2054 %
cubic / isotropic areal ratio: 0.485 (no unit)
cubic-host decay exponent: 3.00000 (no unit)
softer dot bulk modulus: 60.0 GPa
softer / equal-modulus strength ratio: 0.890 (no unit)
isotropic biaxial modulus: 158.4 GPa
volume per atom pair: 0.045 nm^3
energy gain per atom pair, isotropic: 12.98 meV
energy gain per atom pair, cubic: 5.03 meV
growth temperature: 750 K
thermal energy kT: 64.6 meV
\end{verbatim}
